# Oxygen-vacancy diffusivity in ceria: leading low-temperature law and first correction: verification in Python

```python
"""Oxygen-vacancy diffusivity in ceria.
Result under test: D = d^2 * nu * exp(-E/kT) for a free vacancy on the
simple cubic oxygen sublattice, about 7e-6 cm^2/s for the inputs below.
d: hop length; nu: effective attempt frequency for ONE direction;
E: migration barrier; T: temperature; w: hop rate in one direction.
Dopant model: a site touching a dopant binds the vacancy by a fixed energy,
while the saddle energies remain unchanged.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import expm_multiply
from scipy.special import i0e

k_ev = const.k / const.e
hop_cm = 2.7e-8
attempt = 1.0e13
barrier = 0.6
temperature = 1000.0
kT = k_ev * temperature
boltzmann = np.exp(-barrier / kT)
rate = attempt * boltzmann
D = hop_cm**2 * rate
assert abs(D / 7e-6 - 1) < 0.05

# Fluorite geometry, in units of the cubic lattice parameter.
cells = np.array(list(product(range(-2, 3), repeat=3)), float)
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
oxygen_basis = np.array(list(product((.25, .75), repeat=3)))
cations = (cells[:, None] + fcc).reshape(-1, 3)
oxygens = (cells[:, None] + oxygen_basis).reshape(-1, 3)
origin = np.array([.25, .25, .25])
oo = np.linalg.norm(oxygens - origin, axis=1)
oc = np.linalg.norm(cations - origin, axis=1)
oo_min = oo[oo > 1e-8].min()
n_oxygen = int(np.sum(np.abs(oo - oo_min) < 1e-8))
n_cation = int(np.sum(np.abs(oc - oc.min()) < 1e-8))
assert abs(oo_min - 0.5) < 1e-12
assert n_oxygen == 6 and n_cation == 4
lattice_parameter = hop_cm * 1e8 / oo_min

# Diffusivity from the mean-square displacement of the master equation.
# The box is wide enough that its edges are practically never reached.
half = 8
size = 2 * half + 1
diagonal = -2.0 * np.ones(size)
diagonal[[0, -1]] = -1.0
line = diags([np.ones(size - 1), diagonal, np.ones(size - 1)], [-1, 0, 1])
one = identity(size)
generator = (kron(kron(line, one), one) + kron(kron(one, line), one)
             + kron(kron(one, one), line)).tocsr()
start = np.zeros(size**3)
start[size**3 // 2] = 1.0
elapsed = 0.5 / rate
probability = expm_multiply(generator * (rate * elapsed), start)
grid = np.indices((size, size, size)) - half
squared_distance = (grid**2).sum(axis=0).ravel() * hop_cm**2
D_master = probability @ squared_distance / (6 * elapsed)
assert abs(probability.sum() - 1) < 1e-10
assert abs(D_master / D - 1) < 1e-5

# Hop rate from thermal flux over a cosine barrier, oxygen mass 16 u.
mass = 16 * const.atomic_mass
hop_m = hop_cm * 1e-2
cosine_attempt = np.sqrt(barrier * const.e / (2 * mass)) / hop_m


def flux_rate(temp):
    """One-way equilibrium flux per particle, by direct quadrature."""
    thermal = k_ev * temp
    speed = np.sqrt(const.k * temp / mass)
    mean_forward = speed * quad(
        lambda u: u * np.exp(-u*u/2) / np.sqrt(2*np.pi), 0, 12)[0]
    well = hop_m * quad(
        lambda s: np.exp(-barrier * np.sin(np.pi*s)**2 / thermal),
        -0.5, 0.5, points=[0], epsabs=1e-12)[0]
    return mean_forward * np.exp(-barrier / thermal) / well


half_ratio = barrier / (2 * kT)
anharmonic = 1 / (np.sqrt(2*np.pi*half_ratio) * i0e(half_ratio))
harmonic_rate = cosine_attempt * boltzmann
assert abs(flux_rate(temperature) / harmonic_rate / anharmonic - 1) < 1e-7
cold = 100.0
cold_harmonic = cosine_attempt * np.exp(-barrier / (k_ev * cold))
assert abs(flux_rate(cold) / cold_harmonic - 1) < 0.005
D_cosine = hop_cm**2 * harmonic_rate

# Quantum corrections, with equal well and barrier-top frequencies.
quantum_ratio = const.h * attempt / (const.k * temperature)
well_factor = np.sinh(quantum_ratio/2) / (quantum_ratio/2)
tunnel_factor = (quantum_ratio/2) / np.sin(quantum_ratio/2)
levels = np.arange(400)
level_sum = np.exp(-quantum_ratio * (levels + 0.5)).sum()
assert abs((1/quantum_ratio) / level_sum / well_factor - 1) < 1e-10


def transmitted(u):
    """Boltzmann-weighted transmission; u is energy above the top over kT."""
    return np.exp(-u) / (1 + np.exp(-2*np.pi*u/quantum_ratio))


tunnel_integral = quad(transmitted, -6, 0)[0] + quad(transmitted, 0, 50)[0]
assert abs(tunnel_integral / tunnel_factor - 1) < 1e-6
quantum_factor = well_factor * tunnel_factor

# Trivalent dopants: random placement and binding at neighbouring sites.
dopant = 0.10
binding = 0.20
vacancy_fraction = dopant / 4
cation_charge = 4 * (1-dopant) + 3 * dopant
anion_charge = -2 * 2 * (1-vacancy_fraction)
assert abs(cation_charge + anion_charge) < 1e-12
touching = 1 - (1-dopant)**n_cation
rng = np.random.default_rng(7)


def trapped_sites(length):
    """Mark oxygen sites with at least one dopant among their cations."""
    parity = np.indices((length,)*3).sum(axis=0) % 2
    doped = (parity == 0) & (rng.random((length,)*3) < dopant)
    marked = np.zeros_like(doped)
    for shift in product((0, -1), repeat=3):
        marked |= np.roll(doped, shift, axis=(0, 1, 2))
    return marked


assert abs(trapped_sites(60).mean() - touching) < 0.01


def trap_factor(fraction):
    return 1 / (1 - fraction + fraction * np.exp(binding/kT))


# Slowest decay rate of a long density wave gives D without the formula.
length = 6
trapped = trapped_sites(length)
assert 0 < trapped.mean() < 1
exit_rate = np.where(trapped, np.exp(-binding/kT), 1.0)
wave = 0.01
matrix = np.zeros((length**3, length**3), complex)
for site in product(range(length), repeat=3):
    source = np.ravel_multi_index(site, (length,)*3)
    for axis in range(3):
        for step in (-1, 1):
            target = list(site)
            target[axis] = (target[axis] + step) % length
            destination = np.ravel_multi_index(target, (length,)*3)
            phase = np.exp(-1j*wave*step) if axis == 0 else 1.0
            matrix[destination, source] += exit_rate[site] * phase
            matrix[source, source] -= exit_rate[site]
slowest = np.linalg.eigvals(matrix).real.max()
assert abs(-slowest/wave**2 / trap_factor(trapped.mean()) - 1) < 2e-3
doped_factor = trap_factor(touching)

# Sizes of the remaining uncertainties.
barrier_error = 0.10
error_factor = np.exp(barrier_error / kT)
D_high = hop_cm**2 * attempt * np.exp(-(barrier-barrier_error)/kT)
D_low = hop_cm**2 * attempt * np.exp(-(barrier+barrier_error)/kT)
assert abs(D_high/D/error_factor - 1) < 1e-12
assert error_factor > 3 and 1/doped_factor > 3
expansion = 1.2e-5
temperature_rise = 700.0
expansion_factor = (1 + expansion*temperature_rise)**2
small_effects = [abs(anharmonic-1), quantum_factor-1,
                 expansion_factor-1, vacancy_fraction]
assert max(small_effects) < 0.1
residence = 1 / (n_oxygen * rate)
assert residence * attempt > 100
distance_um = np.sqrt(6 * D * 1.0) * 1e4

print(f"Hop length: {hop_cm*1e8:.2f} angstrom")
print(f"Cubic lattice parameter: {lattice_parameter:.2f} angstrom")
print(f"Oxygen neighbours of an oxygen site: {n_oxygen}")
print(f"Cation neighbours of an oxygen site: {n_cation}")
print(f"Attempt frequency per direction: {attempt:.2e} 1/s")
print(f"Migration barrier: {barrier:.2f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Barrier over kT: {barrier/kT:.3f}")
print(f"Boltzmann factor: {boltzmann:.3e}")
print(f"Hop rate per direction: {rate:.3e} 1/s")
print(f"Total hop rate: {n_oxygen*rate:.3e} 1/s")
print(f"Mean residence time: {residence*1e12:.2f} ps")
print(f"Vibration period: {1e12/attempt:.2f} ps")
print(f"Residence time over vibration period: {residence*attempt:.0f}")
print(f"Hop length squared: {hop_cm**2:.3e} cm^2")
print(f"Prefactor d^2 nu: {hop_cm**2*attempt:.3e} cm^2/s")
print(f"Vacancy diffusivity: {D:.3e} cm^2/s")
print(f"Vacancy diffusivity, converted: {D*1e-4:.3e} m^2/s")
print(f"D from master equation: {D_master:.3e} cm^2/s")
print(f"RMS distance in 1 s: {distance_um:.1f} micrometre")
print(f"D if nu counts all directions: {D/n_oxygen:.3e} cm^2/s")
print(f"Assumed barrier error: {barrier_error:.2f} eV")
print(f"Factor from barrier error: {error_factor:.2f}")
print(f"D with barrier lowered by error: {D_high:.2e} cm^2/s")
print(f"D with barrier raised by error: {D_low:.2e} cm^2/s")
print(f"Oxygen mass in cosine model: {mass/const.atomic_mass:.0f} u")
print(f"Cosine-model attempt frequency: {cosine_attempt:.2e} 1/s")
print(f"D with cosine-model frequency: {D_cosine:.2e} cm^2/s")
print(f"Anharmonic rate factor: {anharmonic:.3f}")
print(f"h nu over kT: {quantum_ratio:.3f}")
print(f"Quantum well factor: {well_factor:.4f}")
print(f"Tunnelling factor: {tunnel_factor:.4f}")
print(f"Combined quantum factor: {quantum_factor:.4f}")
print(f"Rough expansion coefficient: {expansion:.1e} 1/K")
print(f"Temperature rise for expansion: {temperature_rise:.0f} K")
print(f"Expansion factor in D: {expansion_factor:.4f}")
print(f"Trivalent cation fraction: {dopant:.2f}")
print(f"Vacant fraction of oxygen sites: {vacancy_fraction:.3f}")
print(f"Assumed dopant-vacancy binding: {binding:.2f} eV")
print(f"Fraction of sites touching a dopant: {touching:.3f}")
print(f"Binding Boltzmann factor: {np.exp(binding/kT):.2f}")
print(f"Dopant trapping factor in D: {doped_factor:.3f}")
print(f"D with dopant trapping: {D*doped_factor:.2e} cm^2/s")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Hop length: 2.70 angstrom
Cubic lattice parameter: 5.40 angstrom
Oxygen neighbours of an oxygen site: 6
Cation neighbours of an oxygen site: 4
Attempt frequency per direction: 1.00e+13 1/s
Migration barrier: 0.60 eV
Temperature: 1000 K
Thermal energy kT: 0.08617 eV
Barrier over kT: 6.963
Boltzmann factor: 9.465e-04
Hop rate per direction: 9.465e+09 1/s
Total hop rate: 5.679e+10 1/s
Mean residence time: 17.61 ps
Vibration period: 0.10 ps
Residence time over vibration period: 176
Hop length squared: 7.290e-16 cm^2
Prefactor d^2 nu: 7.290e-03 cm^2/s
Vacancy diffusivity: 6.900e-06 cm^2/s
Vacancy diffusivity, converted: 6.900e-10 m^2/s
D from master equation: 6.900e-06 cm^2/s
RMS distance in 1 s: 64.3 micrometre
D if nu counts all directions: 1.150e-06 cm^2/s
Assumed barrier error: 0.10 eV
Factor from barrier error: 3.19
D with barrier lowered by error: 2.20e-05 cm^2/s
D with barrier raised by error: 2.16e-06 cm^2/s
Oxygen mass in cosine model: 16 u
Cosine-model attempt frequency: 4.98e+12 1/s
D with cosine-model frequency: 3.44e-06 cm^2/s
Anharmonic rate factor: 0.957
h nu over kT: 0.480
Quantum well factor: 1.0096
Tunnelling factor: 1.0097
Combined quantum factor: 1.0194
Rough expansion coefficient: 1.2e-05 1/K
Temperature rise for expansion: 700 K
Expansion factor in D: 1.0169
Trivalent cation fraction: 0.10
Vacant fraction of oxygen sites: 0.025
Assumed dopant-vacancy binding: 0.20 eV
Fraction of sites touching a dopant: 0.344
Binding Boltzmann factor: 10.18
Dopant trapping factor in D: 0.240
D with dopant trapping: 1.66e-06 cm^2/s
ALL CHECKS PASSED
```
